\section*{Surface Stiffness and the Apparent Modulus of Thin Plates}

\section{What one modulus cannot do}

Suppose that the Young's modulus of a very thin plate is found by bending it, and that the value is then used to predict how far the same plate stretches under a pull. For a thick plate this works. For a thin plate whose surfaces have an elastic response of their own it fails, because the two experiments weight the surfaces differently. At a given thickness the surfaces cannot be absorbed into one corrected modulus: a value that fits bending is wrong for stretching. Both statements refer to a fixed rule for the thickness. To first order, the surface stiffness can instead be absorbed into a corrected thickness (Section 7).

For a plate of thickness $h$ with two identical surfaces of uniaxial stiffness $S$, the apparent moduli are
\begin{equation}
E_{\rm str}=E+\frac{2S}{h},\qquad
E_{\rm bend}=E+\frac{6S}{h}.
\label{eq:main}
\end{equation}
Here $E$ is the bulk Young's modulus. These notes derive both results, state when they hold, and compare them with effects that the model leaves out.

\section{Definitions and assumptions}

The plate lies in the $xy$ plane with its faces at $z=\pm h/2$. It is stretched along $x$, or bent so that its long direction curves in the $xz$ plane. Strains are small, and all areas and lengths refer to the undeformed plate. Each surface has an energy per reference area
\begin{equation}
\gamma(\varepsilon)=\gamma_0+\tau_0\varepsilon+\tfrac12 S\varepsilon^2 ,
\label{eq:gamma}
\end{equation}
where $\varepsilon$ is the strain along $x$. The first derivative at zero strain, $\tau_0$, is the residual surface stress. The second derivative, $S$, is the surface stiffness. Both are forces per length, but they are different properties: $\tau_0$ is a force present before loading, and $S$ says how that force changes with strain.

$S$ may have either sign. It is an excess quantity, the response of the real surface region minus that of bulk material filling the same thickness. A negative $S$ means that the surface region responds less than the bulk counted in its place. The sign depends on where the faces are placed (Section 7), and a negative value does not by itself make the plate unstable.

The first derivation assumes a linear bulk, no residual surface stress, negligible side faces, and ends that carry no force other than the applied load. Sideways contraction is treated in Section 5 and residual stress in Section 6.

The apparent moduli are defined by treating the plate as if it were homogeneous. Let $A$ be the stretching stiffness per width (force per width divided by strain) and $D$ the bending stiffness per width (moment per width divided by curvature). A homogeneous plate free to contract sideways has $A=Eh$ and $D=Eh^3/12$, so we define
\begin{equation}
E_{\rm str}=\frac{A}{h},\qquad E_{\rm bend}=\frac{12D}{h^3}.
\label{eq:defs}
\end{equation}
The algebra holds in any consistent units. In atomic units, $E$ is in hartree per cubic bohr, $S$ in hartree per square bohr and $h$ in bohr. In the example, $1$ N/m divided by $1$ nm is $1$ GPa.

\section{Derivation}

In a thin plate under a uniform pull and a uniform moment, cross-sections stay plane. The strain is therefore linear through the thickness:
\begin{equation}
\varepsilon(z)=\varepsilon_m+\kappa z ,
\end{equation}
with mid-plane strain $\varepsilon_m$ and curvature $\kappa$. The faces have strains $\varepsilon_m\pm\kappa h/2$. Dropping the constant $\gamma_0$ and setting $\tau_0=0$, the energy per area of plate is
\begin{equation}
U=\int_{-h/2}^{h/2}\frac E2(\varepsilon_m+\kappa z)^2dz
+\frac S2\left(\varepsilon_m+\frac{\kappa h}{2}\right)^2
+\frac S2\left(\varepsilon_m-\frac{\kappa h}{2}\right)^2 .
\end{equation}

In the bulk term we need $\int dz=h$, $\int z\,dz=0$ and
\begin{equation}
\int_{-h/2}^{h/2}z^2dz=\frac13\left[\frac{h^3}{8}+\frac{h^3}{8}\right]=\frac{h^3}{12}.
\end{equation}
In the surface terms the cross products $\pm\varepsilon_m\kappa h$ cancel, leaving $S\varepsilon_m^2+S\kappa^2h^2/4$. Hence
\begin{equation}
U=\frac12\,(Eh+2S)\,\varepsilon_m^2
+\frac12\left(\frac{Eh^3}{12}+\frac{Sh^2}{2}\right)\kappa^2 .
\label{eq:U}
\end{equation}
No term in $\varepsilon_m\kappa$ remains, so a pull does not bend the plate and a moment does not stretch it. This follows from the two surfaces being identical.

The force per width is $\partial U/\partial\varepsilon_m$ and the moment per width is $\partial U/\partial\kappa$. The stiffnesses are thus the two brackets:
\begin{equation}
A=Eh+2S,\qquad D=\frac{Eh^3}{12}+\frac{Sh^2}{2}.
\end{equation}
Inserting them in the definitions (\ref{eq:defs}) gives
\begin{align}
E_{\rm str}&=\frac{Eh+2S}{h}=E+\frac{2S}{h},\\
E_{\rm bend}&=\frac{12}{h^3}\left(\frac{Eh^3}{12}+\frac{Sh^2}{2}\right)=E+\frac{6S}{h}.
\end{align}

The factor of three between the corrections is geometric. In stretching, all material has the same strain. In bending, each layer contributes in proportion to $z^2$. The bulk average of $z^2$ is $h^2/12$, whereas both surfaces sit at $z^2=h^2/4$, three times as much.

Both corrections vanish as $h\to\infty$. The relative correction in bending is $6S/(Eh)$, so the length $|S|/E$ sets the scale. This length is not the thickness of the surface region. That thickness must be small compared with $h$, which is a separate condition for the bending law; the oxide example in Section 8 shows the error made when it is not met.

\section{A lattice that does not assume plane sections}

The assumption of linear strain can be examined on a discrete model. Take a strip of triangular lattice with $N$ rows parallel to $x$, row spacing $d$, and identical springs between neighbours. Change the springs along the two outer rows by an amount $s$. These springs respond only to strain along $x$, so $s$ plays the part of $S$ (the bond length is one).

The stiffnesses can be read from vibrations of long wavelength. With mass $m$ per length and wavenumber $q$, the longitudinal and bending waves obey
\begin{equation}
m\omega^2=Aq^2,\qquad m\omega^2=Dq^4\qquad(q\to0).
\end{equation}
The frequencies come from diagonalizing the full matrix of spring forces, with every atom free to move in the plane of the strip.

The outer rows are a distance $(N-1)d$ apart, while the nominal thickness is $h=Nd$, since each row owns a layer of thickness $d$. The expected changes are $\Delta A=2s$ and $\Delta D=s(N-1)^2d^2/2$. The ratio of the two modulus corrections is then
\begin{equation}
\frac{12\Delta D/h^3}{\Delta A/h}
=\frac{12}{N^2d^2}\,\frac{s(N-1)^2d^2/2}{2s}
=3\left(1-\frac1N\right)^2 .
\end{equation}
For 8, 16 and 32 rows the computed frequencies give 2.297, 2.637 and 2.815, in agreement with this expression. The ratio tends to three as the strip thickens. Its lower value in thin strips has a plain cause: the altered springs lie half a row spacing inside the nominal faces.

\section{Sideways contraction}

A plate pulled along $x$ also contracts along $y$, and its surfaces must follow. One number $S$ is then enough only if it is suitably defined. Let the bulk be isotropic in the plane with Poisson ratio $\nu$, and write $Q=E/(1-\nu^2)$. Let each surface have the energy $\frac12(S_{11}e_x^2+2S_{12}e_xe_y+S_{22}e_y^2)$. In stretching,
\begin{equation}
U=\frac{hQ}{2}(e_x^2+2\nu e_xe_y+e_y^2)
+S_{11}e_x^2+2S_{12}e_xe_y+S_{22}e_y^2 .
\end{equation}

\subsection{Width free to contract}

The bulk alone would choose $e_y=-\nu e_x$. Write $e_y=-\nu e_x+\eta$, so that $\eta$ measures the departure from this choice. The bulk bracket becomes $(1-\nu^2)e_x^2+\eta^2$, and
\begin{equation}
U=\tfrac12(Eh+2S)e_x^2+2ce_x\eta+\tfrac12(hQ+2S_{22})\eta^2,
\end{equation}
with
\begin{equation}
S=S_{11}-2\nu S_{12}+\nu^2S_{22},\qquad c=S_{12}-\nu S_{22}.
\label{eq:path}
\end{equation}
Setting $\partial U/\partial\eta=0$ gives $\eta=-2ce_x/(hQ+2S_{22})$. Substituting back and dividing the stiffness by $h$,
\begin{equation}
E_{\rm str}=E+\frac{2S}{h}-\frac{4c^2}{h(hQ+2S_{22})}
\simeq E+\frac{2S}{h}-\frac{4c^2(1-\nu^2)}{Eh^2}.
\end{equation}
The stretching law therefore holds to first order in $1/h$, provided that $S$ is the stiffness (\ref{eq:path}) taken along the bulk's own contraction path. The last term arises because a surface strained along the bulk's own contraction path generally exerts a transverse force, $ce_x$ per length, which shifts the contraction slightly.

Bending follows in the same way, with $e_x$ and $e_y$ replaced by the two curvatures. The bulk factor $h$ becomes $h^3/12$ and the surface factor $2$ becomes $h^2/2$. After multiplication by $12/h^3$, each surface coefficient enters with $6/h$ in place of $2/h$, so the last term becomes $-36c^2(1-\nu^2)/(Eh^2)$.

\subsection{Width held fixed}

If $e_y=0$ is imposed, or the transverse curvature is held at zero in bending, nothing is left to minimize. The moduli are
\begin{equation}
\frac{E}{1-\nu^2}+\frac{2S_{11}}{h},\qquad
\frac{E}{1-\nu^2}+\frac{6S_{11}}{h}.
\end{equation}
The factors 2 and 6 survive, but both the bulk modulus and the surface stiffness are different quantities. Bending a very wide plate strongly approaches this case, because the transverse curvature is then suppressed over most of the width.

\section{Residual surface stress}

Real surfaces usually have $\tau_0\neq0$. In bending, the linear energy terms add to $\tau_0(\varepsilon_m+\kappa h/2)+\tau_0(\varepsilon_m-\kappa h/2)=2\tau_0\varepsilon_m$. The curvature cancels, so in this model $\tau_0$ does not enter $D$ directly. It does change the length of a free plate, and a nonlinear bulk then has a different stiffness.

Let the bulk stress be $E\varepsilon+B\varepsilon^2/2$. Zero net force requires
\begin{equation}
h\left(E\varepsilon_0+\tfrac12B\varepsilon_0^2\right)+2\tau_0+2S\varepsilon_0=0
\quad\Rightarrow\quad
\varepsilon_0\simeq-\frac{2\tau_0}{Eh}
\end{equation}
to leading order in $1/h$. A tensile surface stress compresses the bulk. The slope of the stress curve at this strain is $E+B\varepsilon_0$, the same at every depth, so it replaces $E$ in both modes:
\begin{equation}
E_{\rm str}\simeq E+\frac{2S}{h}-\frac{2\tau_0B}{Eh},\qquad
E_{\rm bend}\simeq E+\frac{6S}{h}-\frac{2\tau_0B}{Eh}.
\end{equation}
The new term is also proportional to $1/h$. A measured $1/h$ trend in one mode therefore does not determine $S$. Within this model the difference between the modes does, since
\begin{equation}
E_{\rm bend}-E_{\rm str}=\frac{4S}{h}.
\end{equation}
Further terms of order $2\tau_0/h$ come from finite-strain geometry and from the transverse stress in a curved plate. They lie outside this model and may differ between the modes. Also left out is the bulk strain caused by residual stress along $y$. Its effect on the modulus depends on further nonlinear constants of the bulk and is not estimated here.

The ends must be free for this result. If both ends are clamped before the plate can relax, a net force of $2\tau_0$ per width remains, provided that there is no residual stress along $y$. If this force is tensile, it resists deflection in the manner of a stretched string; if it is compressive, it makes deflection easier. Equation (\ref{eq:main}) describes neither effect.

\section{Where is the surface?}

At atomic scale the thickness is partly a convention. Move each nominal face outward by $\delta$, so that $h'=h+2\delta$. The plate is unchanged, so its stretching stiffness must be unchanged:
\begin{equation}
E(h+2\delta)+2S'=Eh+2S\quad\Rightarrow\quad S'=S-E\delta .
\end{equation}
A value of $S$ thus has no meaning until the rule for $h$ is given. For bending, inserting $h'$ and $S'$ in $D$ and expanding gives
\begin{align}
D'&=\frac{E(h+2\delta)^3}{12}+\frac{(S-E\delta)(h+2\delta)^2}{2}\nonumber\\
&=D+2Sh\delta-Eh\delta^2+2S\delta^2-\tfrac43E\delta^3 .
\end{align}
The terms $\pm Eh^2\delta/2$ have cancelled. Relative to $Eh^3/12$, the leading change is $24S\delta/(Eh^2)-12\delta^2/h^2$, which is of second order in the small lengths $S/E$ and $\delta$ divided by $h$. The factors 2 and 6 are therefore consistent with any reasonable choice of face, to the order at which they are used. One choice is special: $\delta=S/E$ gives $S'=0$. With the thickness $h+2S/E$ the bulk modulus alone fits stretching exactly and bending up to a relative error of about $12(S/Eh)^2$. For the values of Section 8 this thickness is 9.906 nm and the two moduli are 170.00 and 169.95 GPa. To first order, a surface stiffness and a shift of the thickness cannot be told apart in these two modes.

\section{Example: a silicon nanocantilever}

Take a silicon cantilever along [110] in a (001) plate, free at one end and bent by a pure moment. Rough values are $E=170$ GPa, $S=-8$ N/m, $h=10$ nm and width $b=100$ nm. The value of $S$ is assumed to refer to the same faces as $h$: by the rule of Section 7, moving each face outward by only 0.05 nm would change $S$ by $-8.5$ N/m. Then
\begin{align}
\frac{2S}{h}&=\frac{2(-8)}{10}=-1.6\ {\rm GPa}\quad(-0.010\ {\rm eV/\AA^3}),\\
\frac{6S}{h}&=\frac{6(-8)}{10}=-4.8\ {\rm GPa}\quad(-0.030\ {\rm eV/\AA^3}).
\end{align}
The apparent moduli are 168.4 GPa in stretching and 165.2 GPa in bending, which are 0.9\% and 2.8\% below the bulk value. At fixed mass and length the bending frequency varies as $\sqrt D$, so it falls by about half of 2.8\%, or 1.4\%. At $h=100$ nm, with $S$ held fixed, the bending correction is only $-0.48$ GPa.

\subsection{Smaller neglected effects}

For residual stress, take roughly $\tau_0=1$ N/m and $B=-5E=-850$ GPa. The plate shortens by a strain of $1.2\times10^{-3}$, and both moduli rise by
\begin{equation}
-\frac{2\tau_0B}{Eh}=\frac{2(1)(850)}{170\times10}=1.0\ {\rm GPa}.
\end{equation}
This offsets more than half of the stretching correction. Solving the force balance in full gives 169.4 and 166.2 GPa, still 3.2 GPa apart. The omitted geometric terms are not computed here; they are expected to be of order $2\tau_0/h=0.2$ GPa or smaller, since they may partly cancel.

Side faces with the same $S$ add $2Sh/(bh)=2S/b$ in stretching. In bending, each contributes $\int Sz^2dz=Sh^3/12$, and the pair adds $(12/bh^3)(Sh^3/6)=2S/b$ again. Here that is $-0.16$ GPa. With $\nu=0.06$, an assumed $S_{12}=-4$ N/m and $S_{22}=S$, the mismatch in sideways contraction gives $-0.003$ GPa in stretching and $-0.03$ GPa in bending.

Silicon is anisotropic. A uniaxial stress at angle $\theta$ from [100] has in-plane components proportional to $\cos^2\theta$, $\sin^2\theta$ and $\sin\theta\cos\theta$. The elastic energy is quadratic in these components. Cubic symmetry allows only the sum of the squares of the first two, their product, and the square of the third, so $1/E(\theta)$ is a combination of $\cos^4\theta+\sin^4\theta=1-\frac12\sin^22\theta$ and $\sin^2\theta\cos^2\theta=\frac14\sin^22\theta$. It is therefore a constant plus a multiple of $\sin^22\theta$. Matching the values at $\theta=0$ and $\theta=45^\circ$ gives
\begin{equation}
\frac1{E(\theta)}=\frac1{E_{100}}+\sin^2 2\theta\left(\frac1{E_{110}}-\frac1{E_{100}}\right).
\end{equation}
With roughly $E_{100}=130$ GPa, a misalignment of $5^\circ$ from [110] lowers the modulus by 1.6 GPa, as much as the stretching correction. A temperature rise of 50 K, at a rough relative slope of $-6\times10^{-5}$ per K, lowers it by 0.5 GPa.

\subsection{Thickness and oxide}

Two effects exceed the surface correction itself. At fixed measured stiffness, $E_{\rm str}\propto1/h$ and $E_{\rm bend}\propto1/h^3$. A thickness error of 0.2 nm therefore shifts the inferred moduli by 3.4 GPa and, to first order, 10.2 GPa. Both are about twice the corresponding surface correction.

The second is native oxide. Let a skin of thickness $t$ and modulus $E_s$ lie inside each face, with $h$ the total thickness. In stretching the layers add in parallel, and the change is $2(E_s-E)t/h$. This is $2S/h$ with $S=(E_s-E)t$. In bending, the core holds a fraction $(1-2t/h)^3$ of the integral of $z^2$, so
\begin{align}
E_{\rm bend}-E&=(E_s-E)\left[1-\left(1-\frac{2t}{h}\right)^3\right]\nonumber\\
&=(E_s-E)\left[\frac{6t}{h}-\frac{12t^2}{h^2}+\frac{8t^3}{h^3}\right].
\end{align}
The first term is $6S/h$, and the others correct for the finite skin. For 1 nm of oxide per face and $E_s=70$ GPa, $S=-100$ N/m. The stretching change is $-20$ GPa. The bending change is $-100(1-0.8^3)=-48.8$ GPa, whereas the thin-skin law gives $-60$ GPa. A skin occupying a tenth of the thickness on each side is too thick for that law.

\subsection{Reading the result for a real device}

The modulus used here is the bulk value; the apparent modulus of a real cantilever can be much lower, as the oxide example shows. The value of $S$ is less certain: it stands for a clean surface and depends on the facet, its reconstruction and any adsorbed atoms, which may even change its sign. A silicon device in air does not have clean faces. With the oxide above, the bending modulus moves by about ten times the clean-surface correction. The support matters too: stiffness under an end load varies as the inverse cube of the free length, so an undercut that adds 12\% to this length lowers the apparent bending modulus by about as much as the oxide. The values 168.4 and 165.2 GPa are thus model estimates for clean faces, and not predictions for an oxidized cantilever. To extract $S$ from experiment within this model, one could measure both modes with the width free to contract in each, and use their difference, in which the bulk modulus then cancels. If the width is free in stretching but held in bending, a bulk term $E\nu^2/(1-\nu^2)$ remains, about 0.6 GPa here. With one mode only, the bulk modulus, the crystal alignment and the residual-stress term must be known separately. Either way the faces must be clean, the ends free, and the thickness known to much better than 0.1 nm at $h=10$ nm. The numerical output lists the corrections at other thicknesses.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough, silicon nanocantilever)
E along [110] = 170 GPa; S = -8.0 N/m
h = 10 nm; b = 100 nm; nu = 0.06
tau0 = 1.0 N/m; B = -850 GPa; S12 = -4.0 N/m
length S/E = -0.0471 nm
MAIN RESULT at h above
stretching: correction -1.60 GPa = -0.00999 eV/A^3
  apparent modulus 168.40 GPa; change -0.94 %
bending: correction -4.80 GPa = -0.02996 eV/A^3
  apparent modulus 165.20 GPa; change -2.82 %
CORRECTIONS BY THICKNESS: h (nm), stretch, bend (GPa)
   5   -3.200   -9.600
  10   -1.600   -4.800
  20   -0.800   -2.400
  50   -0.320   -0.960
 100   -0.160   -0.480
LATTICE STRIP: rows, bend/stretch correction ratio
   8   2.2968
  16   2.6367
  32   2.8154
NEGLECTED EFFECTS at h above
relaxed strain from tau0 = -1.184e-03
bulk nonlinearity, first order = 1.000 GPa
stretch modulus with tau0 and B = 169.41 GPa
bend modulus with tau0 and B = 166.21 GPa
finite-strain scale 2 tau0/h = 0.20 GPa
side faces, either mode = -0.16 GPa
sideways mismatch, stretch = -0.0029 GPa
sideways mismatch, bend = -0.0261 GPa
modulus along [100] used = 130 GPa
misalignment of 5 degrees = -1.56 GPa
relative modulus slope = -6.0e-05 per K
temperature drift of 50 K = -0.51 GPa
thickness error = 0.2 nm
  stretch modulus error = 3.40 GPa
  bend modulus error, first order = 10.20 GPa
oxide per face = 1.0 nm; modulus 70 GPa
  equivalent S of oxide = -100 N/m
  stretch correction = -20.00 GPa
  bend correction, full layer = -48.80 GPa
  bend correction, thin-skin law = -60.00 GPa
\end{verbatim}
